# Why layered crystals pass from T³ to T² heat capacity

**Question.** The lattice heat capacity of a layered crystal such as graphite grows as \(T^3\) near absolute zero and more nearly as \(T^2\) on warming. How do weak springs between the layers cause this, and at which temperatures does the change occur?

**Answer.**

## The mechanism is a count of modes

At temperature \(T\), the modes with frequency up to about \(T\) are thermally excited (units \(\hbar=k_B=m_e=1\)). The heat capacity therefore follows the number of modes below \(\omega\sim T\). That number is the area available to the in-plane wave vector \(\mathbf q\), multiplied by the range available to the wave number \(k_z\) across the layers.

Suppose first that \(\omega\) is linear in \(q\). The area grows as \(\omega^2\). At low frequency the range of \(k_z\) grows as \(\omega\), which gives \(T^3\). Weak interlayer springs give a low maximum frequency for motion along \(k_z\). Above it every \(k_z\) is available, the range stops growing, and \(T^2\) remains. The layers then vibrate as independent two-dimensional sheets.

A sheet can also bend, and a free sheet has bending frequencies \(\omega\propto q^2\). The area then grows only as \(\omega\). While the range of \(k_z\) still grows as \(\omega\), the product is again \(\omega^2\). This second \(T^2\) law belongs to layers that are still coupled; decoupled bending sheets would give \(T\). With stiff layers, easy bending and a very weak resistance to sliding, which is the ordering in graphite, the second origin dominates, provided the normal spring is also weak; the comparison of \(T^2\) coefficients in the example below gives the precise condition. The picture of decoupled sheets with linear phonons is then not the main explanation.

## The springs and the frequencies

Take identical, isotropic layers with spacing \(d\), mass per area \(\sigma\), in-plane stiffnesses \(C_L\) (longitudinal) and \(C_T\) (transverse), and bending rigidity \(B\). Per unit area, neighbouring layers are joined by a sliding spring \(K_s\) and a normal spring \(K_c\). Other interlayer couplings, anharmonicity and electrons are left out, and the volume is fixed.

Let the wave run along \(x\), with in-plane displacement \(u_n\) along \(x\) and out-of-plane displacement \(w_n\) of layer \(n\). The sliding spring is stretched by

\[
\Delta_n=u_{n+1}-u_n+\frac d2\,\partial_x(w_n+w_{n+1}).
\]

The slope term is required by rotation. A small rigid rotation has \(w_n=\theta x\) and \(u_n=-\theta nd\). The first difference is \(-\theta d\), the slope term is \(+\theta d\), and the spring is not stretched, as it must be.

Insert waves proportional to \(e^{i(qx+2n\phi)}\), with \(\phi=k_zd/2\). Apart from a common phase,

\[
\Delta=i(2\sin\phi\,u+qd\cos\phi\,w),\qquad
w_{n+1}-w_n\to 2i\sin\phi\,w .
\]

The energy per area of a layer is half of \(C_Lq^2|u|^2+Bq^4|w|^2+K_s|\Delta|^2+4K_c\sin^2\phi\,|w|^2\). The equations of motion follow:

\[
\begin{aligned}
\sigma\omega^2u&=(C_Lq^2+4K_s\sin^2\phi)u+2K_sqd\sin\phi\cos\phi\,w,\\
\sigma\omega^2w&=2K_sqd\sin\phi\cos\phi\,u\\
&\quad+(Bq^4+K_sd^2q^2\cos^2\phi+4K_c\sin^2\phi)w .
\end{aligned}
\]

Define

\[
\Omega_s^2=\frac{4K_s}{\sigma},\quad \Omega_c^2=\frac{4K_c}{\sigma},\quad
s^2=\frac{K_sd^2}{\sigma},\quad \kappa^2=\frac B\sigma,\quad v_{L,T}^2=\frac{C_{L,T}}{\sigma}.
\]

The mixing of \(u\) and \(w\) has little effect on the heat capacity when \(s\,\Omega_s\ll v_L\Omega_c\). The squared mixing term is \(s^2\Omega_s^2q^2\sin^2\phi\cos^2\phi\), while the product of the two diagonal terms is at least \(v_L^2\Omega_c^2q^2\sin^2\phi\). A large in-plane sound speed is therefore sufficient as long as the normal spring is not much weaker than the sliding spring. In the example below, neglecting it changes \(C\) by at most 0.02% at the tabulated temperatures. The branches are then

\[
\omega^2=v^2q^2+\Omega_s^2\sin^2\phi\quad\text{(in-plane)},
\]
\[
\omega^2=s^2q^2\cos^2\phi+\kappa^2q^4+\Omega_c^2\sin^2\phi\quad\text{(flexural)}.
\]

There are two in-plane branches, with \(v=v_L\) and \(v=v_T\). The transverse one has no slope term, because \(w\) does not vary along its displacement, so it does not mix.

## From frequencies to heat capacity

A mode has thermal energy \(\omega/(e^{\omega/T}-1)\); its zero-point energy does not depend on \(T\). Differentiation gives the heat capacity of one mode,

\[
F(x)=\frac{x^2e^x}{(e^x-1)^2},\qquad x=\omega/T .
\]

For fixed \(\phi\), the modes below \(\omega\) fill a disc of radius \(q(\omega,\phi)\). Per unit area they number \(\pi q^2/(2\pi)^2=q^2/(4\pi)\). There is one \(k_z\) value per layer, spread evenly over \(-\pi/2<\phi<\pi/2\). Per layer and unit area,

\[
N(\omega)=\frac1{4\pi}\,\frac1\pi\int q^2(\omega,\phi)\,d\phi,\qquad
C=\int_0^\infty g(\omega)F(\omega/T)\,d\omega,\quad g=\frac{dN}{d\omega},
\]

where the \(\phi\) integral covers the angles with \(q^2>0\). Letting \(q\) run to infinity requires \(T\) to lie well below the frequencies reached at the edge of the in-plane zone; in the example below the flexural one is the lowest.

The limiting laws need the integrals \(I_p=\int_0^\infty x^pF\,dx\). Since \(e^x/(e^x-1)^2=-\frac{d}{dx}(e^x-1)^{-1}\), integration by parts and \((e^x-1)^{-1}=\sum_{m\ge1}e^{-mx}\) give

\[
I_p=(p+2)\int_0^\infty\frac{x^{p+1}}{e^x-1}dx=(p+2)!\,\zeta(p+2).
\]

Thus \(I_0=\pi^2/3\), \(I_1=6\zeta(3)\) and \(I_2=4\pi^4/15\).

## In-plane branches: from three to two dimensions

Here \(q^2=(\omega^2-\Omega_s^2\sin^2\phi)/v^2\). In differentiating \(N\), the moving ends of the \(\phi\) range contribute nothing, because \(q^2=0\) there. What remains is \(2\omega/v^2\) times the fraction of allowed angles:

\[
g(\omega)=\frac{\omega}{2\pi v^2}\,\frac2\pi\arcsin\!\left[\min\!\left(1,\frac{\omega}{\Omega_s}\right)\right].
\]

Above \(\Omega_s\) this is the density of states of an isolated sheet. Far below it, \(\arcsin(\omega/\Omega_s)\approx\omega/\Omega_s\). The two limits are

\[
C=\frac{I_2T^3}{\pi^2v^2\Omega_s}=\frac{4\pi^2T^3}{15v^2\Omega_s}\quad(T\ll\Omega_s),
\]
\[
C=\frac{I_1T^2}{2\pi v^2}=\frac{3\zeta(3)T^2}{\pi v^2}\quad(T\gg\Omega_s).
\]

I define a crossover temperature as the point where two limiting laws intersect. The speed \(v\) cancels:

\[
T_{\rm in}=\frac{45\zeta(3)}{4\pi^3}\,\Omega_s\approx0.436\,\Omega_s .
\]

The local exponent \(n=d\ln C/d\ln T\) shows how gradual the change is. The next term of the arcsine, \((\omega/\Omega_s)^3/6\), multiplies the \(T^3\) law by

\[
1+\frac{I_4}{6I_2}\frac{T^2}{\Omega_s^2}=1+\frac{10\pi^2}{21}\frac{T^2}{\Omega_s^2},
\]

using \(I_4=720\,\zeta(6)=16\pi^6/21\). The exponent therefore first rises above 3: the sine flattens and supplies more modes than a linear dispersion would. Numerically \(n\) peaks at about 3.17 near \(0.12\,\Omega_s\), then falls through 2.5 at \(0.33\,\Omega_s\).

## Flexural branch: two crossovers

**Lowest temperatures.** For small \(\phi\) and \(q\), bending is negligible and \(q^2=(\omega^2-\Omega_c^2\phi^2)/s^2\). The integral over \(|\phi|<\omega/\Omega_c\) is \(4\omega^3/(3s^2\Omega_c)\), so

\[
N=\frac{\omega^3}{3\pi^2s^2\Omega_c},\quad g=\frac{\omega^2}{\pi^2s^2\Omega_c},\quad
C=\frac{4\pi^2T^3}{15s^2\Omega_c}.
\]

**Intermediate temperatures.** The sliding and bending terms are equal when \(s^2q^2=\kappa^2q^4\), that is at \(q=s/\kappa\), where each corresponds to a frequency \(s^2/\kappa\). Well above this frequency but well below \(\Omega_c\), \(q^2=\sqrt{\omega^2-\Omega_c^2\phi^2}/\kappa\). The \(\phi\) integral is the area of a half ellipse, \(\pi\omega^2/(2\Omega_c)\), divided by \(\kappa\). Hence

\[
N=\frac{\omega^2}{8\pi\kappa\Omega_c},\quad g=\frac{\omega}{4\pi\kappa\Omega_c},\quad
C=\frac{3\zeta(3)T^2}{2\pi\kappa\Omega_c}.
\]

The factor \(1/\Omega_c\) shows that the layers are still coupled in this \(T^2\) regime.

**Above the interlayer band.** For \(\omega\gg\Omega_c\), all \(\phi\) are available and \(q^2=\omega/\kappa\). Then \(N=\omega/(4\pi\kappa)\), \(g=1/(4\pi\kappa)\), and \(C=I_0T/(4\pi\kappa)=\pi T/(12\kappa)\).

Equating the first two laws, then the last two, gives

\[
T_{\rm low}=\frac{45\zeta(3)}{8\pi^3}\frac{s^2}{\kappa}
\approx0.218\,\frac{K_sd^2}{\sqrt{\sigma B}},
\]
\[
T_{\rm high}=\frac{\pi^2}{18\zeta(3)}\,\Omega_c\approx0.456\,\Omega_c .
\]

The normal spring cancels from \(T_{\rm low}\), because both laws contain \(1/\Omega_c\). The flexural change from \(T^3\) to \(T^2\) is thus set by the competition between sliding and bending. If \(K_s\) vanished, flexural \(T^2\) would continue down to \(T=0\). The numerical check confirms the dependence on each constant for a very weak sliding spring: the temperature at which \(n=2.5\) doubles with \(K_s\), is unchanged when \(K_c\) is quadrupled, and halves when \(B\) is quadrupled.

## How wide the window must be

A clear \(T^2\) range requires \(s^2/\kappa\ll\Omega_c\), and by a large factor. To see why, keep the sliding term at small \(\phi\) and write \(W=\omega^2-\Omega_c^2\phi^2\). Solving \(\kappa^2q^4+s^2q^2=W\) gives

\[
q^2=\frac{-s^2+\sqrt{s^4+4\kappa^2W}}{2\kappa^2}\approx\frac{\sqrt W}{\kappa}-\frac{s^2}{2\kappa^2}.
\]

The last term, integrated over the width \(2\omega/\Omega_c\), lowers \(N\) by \(s^2\omega/(4\pi^2\kappa^2\Omega_c)\). It lowers \(g\) by the constant \(s^2/(4\pi^2\kappa^2\Omega_c)\), and \(C\) by \(I_0T\) times that constant, which is \(s^2T/(12\kappa^2\Omega_c)\). Relative to the \(T^2\) law, the reduction is

\[
\frac{\pi}{18\zeta(3)}\,\frac{s^2/\kappa}{T}\approx0.15\,\frac{s^2/\kappa}{T}.
\]

This decays only as \(1/T\), and it raises \(n\) above 2 by the same amount to leading order. The approach to \(T^2\) from below is slow, and in a narrow window the upper crossover begins before it is complete.

## Numbers for a model crystal

The following round parameters have the ordering described above but are not fitted to graphite. In atomic units, \(\sigma=2000\), \(d=6\), \(C_L=0.2\), \(C_T=0.1\), \(B=0.05\), \(K_s=2\times10^{-5}\) and \(K_c=2\times10^{-4}\). Then

\[
\Omega_s=\sqrt{\frac{8\times10^{-5}}{2000}}=2.00\times10^{-4},\qquad
\Omega_c=\sqrt{\frac{8\times10^{-4}}{2000}}=6.32\times10^{-4},
\]
\[
s=6\sqrt{\frac{2\times10^{-5}}{2000}}=6.0\times10^{-4},\qquad
\kappa=\sqrt{\frac{0.05}{2000}}=5.0\times10^{-3},
\]

and \(s^2/\kappa=3.6\times10^{-7}/(5.0\times10^{-3})=7.2\times10^{-5}\) hartree. The crossovers are

\[
\begin{aligned}
T_{\rm low}&=0.2181\times7.2\times10^{-5}=1.57\times10^{-5}\ \text{hartree}=5.0\ \text{K},\\
T_{\rm in}&=0.4361\times2.00\times10^{-4}=8.72\times10^{-5}\ \text{hartree}=27.5\ \text{K},\\
T_{\rm high}&=0.4561\times6.32\times10^{-4}=2.88\times10^{-4}\ \text{hartree}=91\ \text{K}.
\end{aligned}
\]

To see which motion matters, compare the \(T^2\) coefficients after removing the common factor \(3\zeta(3)/\pi\). Flexure gives \(1/(2\kappa\Omega_c)=1.6\times10^5\). The in-plane branches together give \(1/v_L^2+1/v_T^2=1\times10^4+2\times10^4=3\times10^4\), about five times less. Stiff layers have few in-plane modes at low frequency.

The coupled model gives the following values of \(C\), per in-plane cell of area \(20\,a_0^2\) and per layer. The flexural share is taken from the sum of separate branches.

| \(T\) (K) | \(C\) (\(k_B\)) | \(n\) | Flexural share |
|---:|---:|---:|---:|
| 1 | \(7.16\times10^{-6}\) | 2.90 | 0.965 |
| 5 | \(5.63\times10^{-4}\) | 2.50 | 0.94 |
| 10 | \(3.04\times10^{-3}\) | 2.38 | 0.91 |
| 20 | \(1.54\times10^{-2}\) | 2.33 | 0.87 |
| 50 | 0.114 | 1.87 | 0.86 |
| 100 | 0.350 | 1.43 | 0.81 |

The total exponent equals 2.5 at 4.96 K, the same to three digits as \(T_{\rm low}\). This close agreement is accidental. For flexure alone with a very weak sliding spring, \(n=2.5\) lies at \(0.189\,s^2/\kappa\), not at the intersection \(0.218\,s^2/\kappa\).

There is no plateau at \(n=2\). The exponent falls from 2.38 at 10 K to 2.33 at 16 K, stays near 2.33 up to about 22 K, and passes through 2 near 43 K on its way down. The window is too narrow: \((s^2/\kappa)/\Omega_c=0.11\). Before the sliding correction has decayed, the flattening of the sine raises the flexural exponent, as it does for the in-plane branches. With \(\sin\phi\) kept in the half-ellipse integral, \(N\) gains the factor \(1+\omega^2/(8\Omega_c^2)\), \(g\) the factor \(1+\omega^2/(4\Omega_c^2)\), and \(C\) the factor \(1+(I_3/4I_1)\,T^2/\Omega_c^2\approx1+4.3\,T^2/\Omega_c^2\). Even without the sliding term the flexural exponent is 2.13 at 20 K. The level stretch near 2.33 is a balance between this rise and the falling sliding and in-plane contributions. A fit over a limited range around 43 K would return an exponent near 2, although no single limiting law holds there.

Reducing \(K_s\) a hundredfold moves \(T_{\rm low}\) to 0.05 K and \(T_{\rm in}\), which scales as \(\sqrt{K_s}\), to 2.8 K. At 6 K the exponent then drops from 2.46 to 2.02. Unlike the crossing near 43 K, this point lies inside the flexural \(T^2\) range: \(s^2/\kappa\) is now 0.23 K, so the sliding correction to \(n\) is only \(0.15\times0.23/6\approx0.006\), and 6 K is only \(0.03\,\Omega_c\), where the flattening of the sine adds about 0.008. The in-plane branches, still slightly above \(n=2\), supply the remaining 0.01. On further warming \(n\) rises again, to a maximum of about 2.15 near 25 K, before the upper crossover lowers it.

The linear flexural law is not reached cleanly either. It needs \(T\gg\Omega_c\), while the flexural band top must remain far above \(T\). Replacing the in-plane zone by a disc of equal area gives \(q^2=4\pi/20\) at its edge and a band top \(\kappa q^2=3.1\times10^{-3}\) hartree, only about \(5\,\Omega_c\). Cutting the continuum dispersion at this edge lowers \(C\) at 100 K by just 0.15%, and by more at higher temperatures. A lattice does more than cut the dispersion, however: its flexural branch falls below \(\kappa q^2\) well inside the zone and supplies extra modes. With the curvature taken from nearest-neighbour differences at the same cell area, \(C\) rises by about 2%, 7% and 16% at 20, 50 and 100 K on a honeycomb lattice, and by 7%, 26% and 40% on a square lattice, while \(n\) at 50 K moves from 1.87 to 1.96 and 2.13. The table describes the continuum model; from about 20 K upward the values for a crystal depend on its lattice dispersion.

For a real layered crystal, the same formulas locate the crossovers once its own \(K_s\), \(K_c\), \(B\), \(\sigma\) and \(d\) are inserted, provided that the neglected couplings are small and that \(s^2/\kappa\ll\Omega_c\). Without that second condition there is no flexural \(T^2\) range and the intersections lose their meaning: at \((s^2/\kappa)/\Omega_c=0.5\) the flexural exponent is still 2.7 at \(T_{\rm low}\) and reaches 2.5 only at \(1.5\,T_{\rm low}\). In a conductor, the electronic contribution must be subtracted before \(n\) is compared with these lattice laws.

## Computed values

```
areal mass sigma = 2000 m_e/a0^2
layer spacing d = 6.0 a0
stiffness C_L = 0.20, C_T = 0.10 hartree/a0^2
bending rigidity B = 0.050 hartree
sliding spring K_s = 2.0e-05 hartree/a0^4
normal spring K_c = 2.0e-04 hartree/a0^4
in-plane cell area = 20 a0^2
v_L = 0.01000, v_T = 0.00707 atomic units
s = 6.000e-04 atomic units of velocity
kappa = 5.000e-03 hartree a0^2 (hbar = 1)
Omega_s = 2.0000e-04 hartree
Omega_c = 6.3246e-04 hartree
s^2/kappa = 7.2000e-05 hartree
(s^2/kappa)/Omega_c = 0.1138
in-plane crossover / Omega_s = 0.4361
lower flexural crossover / (s^2/kappa) = 0.2181
upper flexural crossover / Omega_c = 0.4561
in-plane T^3-T^2: 8.7228e-05 hartree = 27.54 K
flexural T^3-T^2: 1.5701e-05 hartree = 4.96 K
flexural T^2-T: 2.8849e-04 hartree = 91.10 K
in-plane n=2.5 at T/Omega_s = 0.3297
in-plane largest n = 3.170 near T/Omega_s = 0.12
flexural n=2.5 at T/(s^2/kappa) = 0.1887
flexural n=1.5 at T/Omega_c = 0.3451 (s = 0)
n=2.5 midpoint ratio, K_s doubled = 2.0000
n=2.5 midpoint ratio, K_c times 4 = 1.0000
n=2.5 midpoint ratio, B times 4 = 0.5000
T (K), C (k_B per cell and layer), n, flexural share
   1  7.1592e-06  2.898  0.965
   2  5.0923e-05  2.750  0.960
   5  5.6257e-04  2.498  0.942
  10  3.0356e-03  2.378  0.906
  20  1.5427e-02  2.333  0.868
  50  1.1417e-01  1.870  0.857
 100  3.5044e-01  1.433  0.806
total n = 2.5 at 4.96 K
total n = 2.0 at 43.18 K
n at 6 K, original K_s = 2.458
n at 6 K, K_s/100 = 2.023
largest error of separate branches = 0.0181 %
finite-zone loss of C at 100 K = 0.151 %
```
